# Gaunt Energy of the 1s² Shell with Point-Nucleus Dirac Orbitals: test program

```python
"""Gaunt energy of 1s^2 with point-nucleus Dirac orbitals.

Result under test, in atomic units:
  E = (2/3) alpha^2 Z^3 Gamma(4g+1) 2F1(1,4g+1;2g+3;1/2)
      / [16^g (g+1) Gamma(2g+1)^2],   g = sqrt(1-(alpha Z)^2),
its reduction to Gamma functions, and its expansion
  E = alpha^2 Z^3/4 [1 + (10-14 ln 2)(alpha Z)^2 + ...].
Z is the nuclear charge and alpha the fine-structure constant.
The operator is -alpha_1.alpha_2/r12, where alpha_i are Dirac matrices.
The orbital is (p chi, i q sigma.n chi)/(r sqrt(4 pi)), n = r_vector/r.
R is the double integral of p1 q1 p2 q2 r_less/r_greater^2.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, dblquad
from scipy.special import gamma as gamma_function

mp.mp.dps = 40
FINE = constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = constants.physical_constants["Bohr radius"][0] * 1e10
LIGHT_SPEED = 1 / FINE

SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
ALPHA = np.array([np.kron(SIGMA[0], matrix) for matrix in SIGMA])
BETA = np.diag([1.0, 1.0, -1.0, -1.0])


def dirac_gamma(charge):
    return np.sqrt(1 - (FINE * charge) ** 2)


def radial(r, charge):
    """Large and small radial functions p and q of the 1s orbital."""
    g = dirac_gamma(charge)
    norm = np.sqrt((1 + g) / 2 * (2 * charge) ** (2 * g + 1)
                   / gamma_function(2 * g + 1))
    p = norm * r ** g * np.exp(-charge * r)
    return p, FINE * charge / (1 + g) * p


def spinor(points, charge, spin):
    """Four-component 1s orbital at Cartesian points; spin is 0 or 1."""
    r = np.linalg.norm(points, axis=-1)
    p, q = radial(r, charge)
    chi = np.eye(2)[spin]
    sigma_n = np.einsum("...k,kij->...ij", points / r[..., None], SIGMA)
    upper = (p / r)[..., None] * chi
    lower = 1j * (q / r)[..., None] * (sigma_n @ chi)
    return np.concatenate([upper, lower], axis=-1) / np.sqrt(4 * np.pi)


def current(bra, ket):
    return np.einsum("ni,kij,nj->nk", bra.conj(), ALPHA, ket)


def shape_hypergeometric(g):
    """E/(alpha^2 Z^3) from the hypergeometric form."""
    g = mp.mpf(g)
    return (mp.mpf(2) / 3 * mp.gamma(4 * g + 1)
            / (mp.mpf(16) ** g * (g + 1) * mp.gamma(2 * g + 1) ** 2)
            * mp.hyp2f1(1, 4 * g + 1, 2 * g + 3, mp.mpf(1) / 2))


def gamma_pieces(g):
    """The two terms in the bracket of the Gamma-function form."""
    s = 2 * mp.mpf(g)
    first = (s + 1) / s
    second = (mp.mpf(2) ** (1 - 2 * s) * (3 * s + 1) * mp.gamma(2 * s)
              / mp.gamma(s + 1) ** 2)
    return first, second


def shape_gamma(g):
    """E/(alpha^2 Z^3) from the Gamma-function form."""
    first, second = gamma_pieces(g)
    return mp.mpf(4) / 3 * (first - second) / (2 * mp.mpf(g) - 1)


def radial_integral(charge):
    """R by nested quadrature of the orbitals; the two orderings are equal."""
    def integrand(inner, outer):
        p1, q1 = radial(inner, charge)
        p2, q2 = radial(outer, charge)
        return p1 * q1 * p2 * q2 * inner / outer ** 2
    value, _ = dblquad(integrand, 0, 30 / charge, 0, lambda outer: outer,
                       epsabs=0, epsrel=1e-9)
    return 2 * value


Z = 80
g = dirac_gamma(Z)

# The orbital solves the Dirac equation, checked in Cartesian coordinates.
point = np.array([0.006, -0.004, 0.009])
step = 1e-5
for spin in (0, 1):
    value = spinor(point, Z, spin)
    h_psi = LIGHT_SPEED ** 2 * BETA @ value - Z / np.linalg.norm(point) * value
    for axis in range(3):
        shift = step * np.eye(3)[axis]
        slope = (spinor(point + shift, Z, spin)
                 - spinor(point - shift, Z, spin)) / (2 * step)
        h_psi = h_psi - 1j * LIGHT_SPEED * ALPHA[axis] @ slope
    residual = np.linalg.norm(h_psi - g * LIGHT_SPEED ** 2 * value)
    # The central difference has a relative error of order (Z*step)^2.
    assert residual < 1e-5 * LIGHT_SPEED ** 2 * np.linalg.norm(value)

# Normalization, mean radius, and the product p q against the density.
def density(r):
    p, q = radial(r, Z)
    return p ** 2 + q ** 2


norm_value = quad(density, 0, 30 / Z, epsabs=0, epsrel=1e-10)[0]
mean_radius = quad(lambda r: r * density(r), 0, 30 / Z,
                   epsabs=0, epsrel=1e-10)[0]
assert abs(norm_value - 1) < 1e-8
assert abs(mean_radius * 2 * Z / (2 * g + 1) - 1) < 1e-8
for r in (0.002, 0.01, 0.04):
    p, q = radial(r, Z)
    explicit_density = ((2 * Z) ** (2 * g + 1) * r ** (2 * g)
                        * np.exp(-2 * Z * r) / gamma_function(2 * g + 1))
    assert abs(p * q / (FINE * Z / 2 * explicit_density) - 1) < 1e-12

# Angular reduction: sum over two spherical shells with explicit spinors.
cosines, cosine_weights = np.polynomial.legendre.leggauss(16)
azimuths = 2 * np.pi * np.arange(32) / 32
cos_grid, phi_grid = np.meshgrid(cosines, azimuths, indexing="ij")
sin_grid = np.sqrt(1 - cos_grid ** 2)
directions = np.stack([sin_grid * np.cos(phi_grid),
                       sin_grid * np.sin(phi_grid), cos_grid],
                      axis=-1).reshape(-1, 3)
weights = np.repeat(cosine_weights * 2 * np.pi / 32, 32)
r1, r2 = 0.006, 0.015
shell1, shell2 = r1 * directions, r2 * directions
orbitals1 = [spinor(shell1, Z, spin) for spin in (0, 1)]
orbitals2 = [spinor(shell2, Z, spin) for spin in (0, 1)]
separation = shell1[:, None, :] - shell2[None, :, :]
distance = np.linalg.norm(separation, axis=-1)
unit = separation / distance[..., None]

p1, q1 = radial(r1, Z)
p2, q2 = radial(r2, Z)
for a in (0, 1):
    for b in (0, 1):
        sigma_ab = SIGMA[:, a, b]
        predicted = (p1 * q1 / (2 * np.pi * r1 ** 2)
                     * np.cross(sigma_ab, directions))
        found = current(orbitals1[a], orbitals1[b])
        assert np.allclose(found, predicted, rtol=1e-10,
                           atol=1e-10 * np.abs(predicted).max())


def shell_sums(a, c, b, d):
    """Shell integrals of the Gaunt and Breit operators for <ab|V|cd>."""
    j1 = current(orbitals1[a], orbitals1[c])
    j2 = current(orbitals2[b], orbitals2[d])
    dot = j1 @ j2.T
    along = (np.einsum("ak,abk->ab", j1, unit)
             * np.einsum("bk,abk->ab", j2, unit))
    scale = (r1 * r2) ** 2
    gaunt = -scale * (weights @ (dot / distance) @ weights)
    breit = -scale * (weights @ ((dot + along) / (2 * distance)) @ weights)
    return gaunt, breit


direct_gaunt, direct_breit = shell_sums(0, 0, 1, 1)
swap_gaunt, swap_breit = shell_sums(0, 1, 1, 0)
shell_unit = p1 * q1 * p2 * q2 * r1 / r2 ** 2
direct_factor = direct_gaunt / shell_unit
exchange_factor = -swap_gaunt / shell_unit
breit_factor = (direct_breit - swap_breit) / shell_unit
assert abs(direct_factor - 8 / 9) < 1e-8
assert abs(exchange_factor - 16 / 9) < 1e-8
assert abs(breit_factor - 8 / 3) < 1e-8

# With self-pairs included, the direct sum vanishes and exchange gives all.
all_direct = sum(shell_sums(a, a, b, b)[0] for a in (0, 1) for b in (0, 1)) / 2
all_exchange = -sum(shell_sums(a, b, b, a)[0]
                    for a in (0, 1) for b in (0, 1)) / 2
assert abs(all_direct / shell_unit) < 1e-8
assert abs(all_exchange / shell_unit - 8 / 3) < 1e-8

# Closed forms against nested quadrature, including a case with g < 1/2.
integrals = {}
for charge in (2, 80, 130):
    integrals[charge] = radial_integral(charge)
    from_quadrature = 8 / 3 * integrals[charge] / (FINE ** 2 * charge ** 3)
    for closed_form in (shape_hypergeometric, shape_gamma):
        predicted = float(closed_form(dirac_gamma(charge)))
        assert abs(from_quadrature / predicted - 1) < 1e-7

# The hypergeometric form and its Gamma reduction agree over the range of g.
for trial in ("0.05", "0.3", "0.499", "0.7", "0.95", "1"):
    trial = mp.mpf(trial)
    assert abs(shape_hypergeometric(trial) / shape_gamma(trial) - 1) < 1e-25

# Both ends of the range, and the first relativistic correction.
assert abs(shape_hypergeometric(1) - mp.mpf(1) / 4) < 1e-30
small = mp.mpf("1e-5")
numerical_coefficient = (4 * shape_hypergeometric(mp.sqrt(1 - small ** 2))
                         - 1) / small ** 2
coefficient = 10 - 14 * mp.log(2)
assert abs(numerical_coefficient - coefficient) < 1e-8
strong_limit = mp.mpf(8) / 3 * (1 - mp.log(2))
assert abs(shape_hypergeometric(mp.mpf("1e-12")) - strong_limit) < 1e-10

# Nonrelativistic contact spin-spin energy of the singlet, for Z = 2.
contact_density = quad(lambda r: 4 * np.pi * r ** 2
                       * (8 / np.pi * np.exp(-4 * r)) ** 2, 0, 20,
                       epsabs=0, epsrel=1e-10)[0]
contact_energy = 2 * np.pi * FINE ** 2 * contact_density
assert abs(contact_energy / (FINE ** 2 * 2 ** 3 / 4) - 1) < 1e-8

first_piece, second_piece = gamma_pieces(g)
hyper_value = mp.hyp2f1(1, 4 * g + 1, 2 * g + 3, 0.5)
prefactor = shape_hypergeometric(g) / hyper_value
energy = FINE ** 2 * Z ** 3 * float(shape_hypergeometric(g))
R_ev = integrals[Z] * HARTREE_EV
print("Worked example: heliumlike mercury ion, bare-nucleus orbitals")
print(f"Z = {Z}")
print(f"inverse fine-structure constant = {1 / FINE:.6f}")
print(f"alpha Z = {FINE * Z:.6f}")
print(f"gamma = {g:.6f}")
print(f"s = 2 gamma = {2 * g:.6f}")
print(f"q/p = {FINE * Z / (1 + g):.6f}")
print(f"mean radius = {mean_radius * BOHR_ANGSTROM:.6f} angstrom")
print(f"direct angular factor = {direct_factor:.6f}")
print(f"exchange angular factor = {exchange_factor:.6f}")
print(f"total factor, full Breit operator = {breit_factor:.6f}")
print(f"R by quadrature = {R_ev:.4f} eV")
print(f"direct part = {direct_factor * R_ev:.4f} eV")
print(f"exchange part = {exchange_factor * R_ev:.4f} eV")
print(f"2F1 value = {float(hyper_value):.6f}")
print(f"prefactor of 2F1 in E/(alpha^2 Z^3) = {float(prefactor):.6f}")
print(f"Gamma form, first term (s+1)/s = {float(first_piece):.6f}")
print(f"Gamma form, second term = {float(second_piece):.6f}")
print(f"E/(alpha^2 Z^3) = {float(shape_gamma(g)):.6f}")
print(f"alpha^2 Z^3 = {FINE ** 2 * Z ** 3 * HARTREE_EV:.4f} eV")
print(f"Gaunt energy, closed form = {energy * HARTREE_EV:.4f} eV")
print(f"Gaunt energy, converted = {energy:.6f} hartree")
print(f"10 - 14 ln 2 = {float(coefficient):.6f}")
print(f"same coefficient, numerical = {float(numerical_coefficient):.6f}")
print(f"limit of E/(alpha^2 Z^3), alpha Z to 1 = {float(strong_limit):.6f}")
print(f"contact energy, Z = 2 = {contact_energy * HARTREE_EV:.6f} eV")
print("Table: Z, leading eV, two-term eV, exact eV, exact/leading")
for charge in (2, 10, 30, 50, 80):
    leading = FINE ** 2 * charge ** 3 / 4 * HARTREE_EV
    two_term = leading * (1 + float(coefficient) * (FINE * charge) ** 2)
    ratio = 4 * float(shape_hypergeometric(dirac_gamma(charge)))
    print(f"{charge:3d} {leading:11.6f} {two_term:11.6f} "
          f"{leading * ratio:11.6f} {ratio:9.6f}")
print("verified")
```

Printed output:

```
Worked example: heliumlike mercury ion, bare-nucleus orbitals
Z = 80
inverse fine-structure constant = 137.035999
alpha Z = 0.583788
gamma = 0.811906
s = 2 gamma = 1.623812
q/p = 0.322196
mean radius = 0.008678 angstrom
direct angular factor = 0.888889-0.000000j
exchange angular factor = 1.777778+0.000000j
total factor, full Breit operator = 2.666667+0.000000j
R by quadrature = 78.4368 eV
direct part = 69.7216+0.0000j eV
exchange part = 139.4432+0.0000j eV
2F1 value = 1.867062
prefactor of 2F1 in E/(alpha^2 Z^3) = 0.151001
Gamma form, first term (s+1)/s = 1.615835
Gamma form, second term = 1.483933
E/(alpha^2 Z^3) = 0.281927
alpha^2 Z^3 = 741.9101 eV
Gaunt energy, closed form = 209.1649 eV
Gaunt energy, converted = 7.686667 hartree
10 - 14 ln 2 = 0.295939
same coefficient, numerical = 0.295939
limit of E/(alpha^2 Z^3), alpha Z to 1 = 0.818274
contact energy, Z = 2 = 0.002898 eV
Table: Z, leading eV, two-term eV, exact eV, exact/leading
  2    0.002898    0.002898    0.002898  1.000063
 10    0.362261    0.362832    0.362833  1.001581
 30    9.781041    9.919768    9.923814  1.014597
 50   45.282599   47.066641   47.220912  1.042805
 80  185.477526  204.184555  209.164852  1.127710
verified
```
